\section*{Diabatic States Are Defined Only up to a Constant Rotation}

\section{What a rotation of the states can change}

Two real electronic states $\varphi_1,\varphi_2$ along one nuclear coordinate $R$ give a real symmetric potential matrix
\begin{equation}
V=\begin{pmatrix}S+D & C\\ C & S-D\end{pmatrix},\qquad
S=\tfrac12(V_{11}+V_{22}),\quad D=\tfrac12(V_{11}-V_{22}),\quad C=V_{12}.
\end{equation}
Symmetry fixes what a rotation of the two states can do to it. The trace $2S$ cannot change, and neither can the determinant $S^2-D^2-C^2$. Hence $D^2+C^2$ is fixed, and the pair $(D,C)$ can only turn as a plane vector of constant length. A diabatic crossing, $D=0$, is a place where this vector points along the $C$ axis. Unless the vector has zero length there, the crossing therefore depends on how the axes were chosen, whereas the length of the vector does not. At a true degeneracy, $D=C=0$, the curves cross in every basis.

To find the angle of turning, define new states by
\begin{equation}
\tilde\varphi_1=\cos\theta\,\varphi_1+\sin\theta\,\varphi_2,\qquad
\tilde\varphi_2=-\sin\theta\,\varphi_1+\cos\theta\,\varphi_2,
\end{equation}
so that $\tilde\varphi_a=\sum_b\varphi_bU_{ba}$ with
\begin{equation}
U=\begin{pmatrix}\cos\theta&-\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix},
\qquad W=U^{\mathsf T}VU .
\end{equation}
The matrix elements are
\begin{align}
W_{11}&=\cos^2\!\theta\,(S+D)+\sin^2\!\theta\,(S-D)+2\sin\theta\cos\theta\,C\nonumber\\
&=S+D\cos2\theta+C\sin2\theta,\\
W_{12}&=-\sin\theta\cos\theta\,(S+D)+\sin\theta\cos\theta\,(S-D)
+(\cos^2\!\theta-\sin^2\!\theta)\,C\nonumber\\
&=-D\sin2\theta+C\cos2\theta .
\end{align}
Since the trace is fixed, $W_{22}=2S-W_{11}$. The rotated quantities are thus
\begin{equation}
\tilde D=D\cos2\theta+C\sin2\theta,\qquad
\tilde C=-D\sin2\theta+C\cos2\theta .
\label{eq:rot}
\end{equation}
The vector $(D,C)$ turns through $-2\theta$ when the states turn through $\theta$.

A basis is called strictly diabatic here if its derivative couplings $\langle\varphi_a|d\varphi_b/dR\rangle$ vanish at every $R$. It is tempting to believe that this condition selects one basis, and with it one crossing and one coupling. The following model shows that it does not.

\section{A counter-example}

Atomic units are used in the algebra, and eV and \AA{} for the numbers. Let the original basis be strictly diabatic, with two displaced parabolas and a constant coupling:
\begin{equation}
V_{11}=\tfrac12k(R-R_1)^2,\qquad
V_{22}=\tfrac12k(R-R_2)^2+\Delta,\qquad V_{12}=C .
\end{equation}
The chosen parameters are $k=20$~eV/\AA$^2$, $R_1=1.80$~\AA, $R_2=2.20$~\AA, $\Delta=0.20$~eV, $C=0.20$~eV and a nuclear mass of 10~u. The quadratic terms cancel in the difference of the curves:
\begin{align}
D&=\tfrac14k\left[(R-R_1)^2-(R-R_2)^2\right]-\tfrac12\Delta\nonumber\\
&=\tfrac12k(R_2-R_1)\left[R-\tfrac12(R_1+R_2)\right]-\tfrac12\Delta
=g(R-R_c),\\
g&=\tfrac12k(R_2-R_1)=\tfrac12(20)(0.40)=4.0\ \text{eV/\AA},\\
R_c&=\tfrac12(R_1+R_2)+\frac{\Delta}{2g}=2.00+\frac{0.20}{8.0}=2.025\ \text{\AA}.
\end{align}
In this basis the curves cross at 2.025~\AA{} with a coupling of 0.20~eV.

Now rotate by a constant $\theta$ with $|\theta|<45^\circ$. The new crossing $R_\times$ is where $\tilde D=0$. By Eq.~(\ref{eq:rot}) this means $D=-C\tan2\theta$, or
\begin{equation}
R_\times=R_c-\frac{C}{g}\tan2\theta .
\label{eq:cross}
\end{equation}
The coupling at that point is
\begin{equation}
\tilde C(R_\times)=C\tan2\theta\,\sin2\theta+C\cos2\theta
=C\,\frac{\sin^2 2\theta+\cos^2 2\theta}{\cos2\theta}
=\frac{C}{\cos2\theta}.
\label{eq:coup}
\end{equation}
For $\theta=30^\circ$, $R_\times=2.025-0.050\times1.732=1.938$~\AA{} and the coupling is $0.20/0.50=0.40$~eV. The crossing has moved by almost 0.09~\AA{} and the coupling has doubled.

At $\theta=45^\circ$, Eq.~(\ref{eq:rot}) gives $\tilde D=C$ and $\tilde C=-D$. The two diabatic curves are then separated by $2C=0.40$~eV at every $R$ and never cross. The coupling, instead of being constant, is now linear in $R$ and vanishes at $R_c$.

The vibronic problem was solved numerically for four angles. In the table, $w_1$ is the weight of the vibronic ground state on the first diabatic state, and $E_0^{\rm unc}$ is the lowest level obtained when $W_{12}$ is discarded.
\begin{center}
\begin{tabular}{ccccc}
$\theta$ & $R_\times$ (\AA) & $\tilde C(R_\times)$ (eV) & $w_1$ & $E_0^{\rm unc}$ (eV)\\
$0^\circ$ & 2.025 & 0.200 & 0.985 & 0.0457\\
$15^\circ$ & 1.996 & 0.231 & 0.862 & 0.2323\\
$30^\circ$ & 1.938 & 0.400 & 0.642 & 0.3225\\
$45^\circ$ & none & -- & 0.384 & 0.3457
\end{tabular}
\end{center}
With the coupling retained, the three lowest levels are 0.022421, 0.111062 and 0.198179~eV for all four angles. Each angle was given a different number of grid points on the same interval, 0.9 to 3.1~\AA, so the agreement also checks convergence with respect to the grid spacing.

The last column can be understood at its two ends. (At $15^\circ$ and $30^\circ$ the entry is already the lowest level of the second rotated curve, although the vibronic ground state still has most of its weight on the first state.) At $\theta=0$ the curve with the lower minimum is the first parabola, and its lowest level is half the harmonic quantum of 0.0914~eV. At $45^\circ$ the lower curve is $S-C$, where
\begin{equation}
S=\tfrac12k\left[R-\tfrac12(R_1+R_2)\right]^2+\tfrac18k(R_2-R_1)^2+\tfrac12\Delta .
\end{equation}
Its minimum lies at $0.40+0.10-0.20=0.30$~eV, and half a quantum above this is 0.346~eV. The approximation ``neglect the diabatic coupling'' therefore has no definite meaning until the basis has been specified.

The weight is equally dependent on the basis. If the nuclear amplitudes in the original basis are $\chi_1,\chi_2$, the amplitude on $\tilde\varphi_1$ is $\cos\theta\,\chi_1+\sin\theta\,\chi_2$, and
\begin{equation}
\tilde w_1=\cos^2\!\theta\,w_1+\sin^2\!\theta\,w_2
+\sin2\theta\int\chi_1\chi_2\,dR .
\end{equation}
The vibronic state is the same throughout. What changes is the question asked of it.

\section{The correct statement and its proof}

Assume that the two-state space is closed: the derivatives $d\varphi_a/dR$ have no component outside it. Then the following holds.

\textit{Every constant orthogonal transformation of a strictly diabatic basis is strictly diabatic. Conversely, any two smooth, real, orthonormal, strictly diabatic bases of the same space are related by a constant orthogonal matrix. All of them give the same adiabatic energies and the same vibronic levels.}

\subsection{The kinetic operator}

Write the molecular state as $\sum_a\varphi_a\chi_a$. In a closed space with zero derivative couplings, $d\varphi_a/dR=0$: the derivative has no component inside the space and none outside. The second-derivative couplings vanish too, and the Hamiltonian acting on the column $\chi$ is
\begin{equation}
H=-\frac{1}{2M}\frac{d^2}{dR^2}+V(R).
\label{eq:H}
\end{equation}
Let $U(R)$ be any smooth orthogonal matrix. The same molecular state has amplitudes $\eta$ in the new basis, with $\chi=U\eta$. The product rule gives
\begin{equation}
U^{\mathsf T}\frac{d}{dR}(U\eta)=\left(\frac{d}{dR}+A\right)\eta,
\qquad A=U^{\mathsf T}\frac{dU}{dR}.
\end{equation}
Inserting $UU^{\mathsf T}=1$ between the two derivatives turns the Hamiltonian into
\begin{equation}
\tilde H=U^{\mathsf T}HU=-\frac{1}{2M}\left(\frac{d}{dR}+A\right)^2+W(R).
\label{eq:Ht}
\end{equation}
The elements of $A$ are the derivative couplings of the new basis, because $d\tilde\varphi_b/dR=\sum_c\varphi_c\,dU_{cb}/dR$ and hence $\langle\tilde\varphi_a|d\tilde\varphi_b/dR\rangle=\sum_cU_{ca}\,dU_{cb}/dR=A_{ab}$.

The new basis is strictly diabatic if and only if $A=0$. Since $U$ is invertible, this is equivalent to $dU/dR=0$. Both directions of the statement about bases follow. For the rotation used above,
\begin{equation}
A=\frac{d\theta}{dR}\begin{pmatrix}0&-1\\1&0\end{pmatrix},
\label{eq:A}
\end{equation}
so the freedom is one constant angle. Orthogonal matrices of determinant $-1$ add a change of sign or an exchange of labels.

\subsection{The levels}

For constant $U$, Eq.~(\ref{eq:Ht}) has the same form as Eq.~(\ref{eq:H}), with $W$ in place of $V$. If $H\chi=E\chi$, then $\tilde H(U^{\mathsf T}\chi)=U^{\mathsf T}H\chi=E\,(U^{\mathsf T}\chi)$. The transformation preserves the norm and the boundary conditions, and it can be inverted, so the two spectra coincide.

An $R$-dependent rotation also preserves the levels, provided $A$ is kept. Discarding $A$ defines a different Hamiltonian. As a check, the model was rotated by an angle rising smoothly from $0$ to $30^\circ$ around $R_c$, following a hyperbolic tangent of width 0.10~\AA. With $A$ retained, the eight lowest levels were recovered to within rounding error. With $A$ dropped, the largest error relative to the full levels was 0.0023~eV. This is the sense in which a constant rotation is harmless and a variable one is not.

\subsection{The adiabatic quantities}

The eigenvalues of $V$ are
\begin{equation}
E_\pm=S\pm\sqrt{D^2+C^2},
\end{equation}
and they are unchanged because $S$ and $D^2+C^2$ are. At any diabatic crossing $\tilde D=0$, so
\begin{equation}
|\tilde C(R_\times)|=\sqrt{D^2+C^2}\,\Big|_{R_\times}
=\tfrac12(E_+-E_-)\Big|_{R_\times}.
\end{equation}
The coupling at a crossing is half the adiabatic gap at that geometry. This explains the doubled coupling at $30^\circ$: the crossing has moved to a place where the adiabatic curves are 0.80~eV apart. In the model the gap is smallest at $R_c$, so a rotation that shifts the crossing must increase the coupling found there.

Where the gap is nonzero, define the mixing angle $\beta$ by $D=G\cos2\beta$ and $C=G\sin2\beta$, with $G=\sqrt{D^2+C^2}$. The adiabatic states are
\begin{equation}
\psi_+=\cos\beta\,\varphi_1+\sin\beta\,\varphi_2,\qquad
\psi_-=-\sin\beta\,\varphi_1+\cos\beta\,\varphi_2 .
\end{equation}
They form the rotated basis with $\theta=\beta(R)$, so Eq.~(\ref{eq:A}) gives their derivative coupling at once:
\begin{equation}
\tau=\left\langle\psi_+\middle|\frac{d\psi_-}{dR}\right\rangle=-\frac{d\beta}{dR}.
\end{equation}
Because $2\beta$ is the polar angle of the vector $(D,C)$, its derivative is $(D\,dC/dR-C\,dD/dR)/G^2$. Therefore
\begin{equation}
\tau=\frac{C\,dD/dR-D\,dC/dR}{2(D^2+C^2)} .
\end{equation}
A constant rotation replaces $\beta$ by $\beta-\theta$ and leaves $d\beta/dR$, and hence $\tau$, unaltered. In the model $\tau$ peaks at $R_c$ with the value $g/(2C)=4.0/0.40=10$~\AA$^{-1}$, whichever diabatic basis is used.

Solving the model in the adiabatic basis, with $\tau$ obtained by numerical differentiation of the eigenvectors, reproduces the diabatic levels to the printed microelectronvolt. Omitting $\tau$, together with the $\tau^2$ term that arises from $A^2$, changes the eight lowest levels by up to 0.0032~eV.

\section{How a particular basis gets chosen}

Since the derivative coupling leaves a constant angle free, fixing it takes a further condition. One possibility is to make diabatic and adiabatic states coincide at an anchor geometry $R_a$. Then $\tilde C(R_a)=0$, and Eq.~(\ref{eq:rot}) requires $\tan2\theta=C/D(R_a)$. Substitution into Eq.~(\ref{eq:cross}) gives
\begin{equation}
R_\times=R_c-\frac{C^2}{g\,D(R_a)} .
\end{equation}
Anchoring at the minimum $R_1$ of the first parabola, where $D(R_1)=4.0\times(-0.225)=-0.90$~eV, gives
\begin{equation}
R_\times=2.025+\frac{0.040}{3.6}=2.036\ \text{\AA}.
\end{equation}
Anchoring at the minimum $R_2$ of the second parabola, where $D(R_2)=4.0\times0.175=0.70$~eV, gives
\begin{equation}
R_\times=2.025-\frac{0.040}{2.8}=2.011\ \text{\AA}.
\end{equation}
The corresponding couplings are 0.205 and 0.208~eV. Both conventions are reasonable, and they disagree by 0.025~\AA{} about where the curves cross. As the anchor moves far away in this model, $|D(R_a)|$ grows, $\theta$ tends to zero, and both choices approach the original basis. That basis is distinguished by its behaviour at large $|R-R_c|$, which is information beyond diabaticity.

Approximate formulas may presuppose such a choice. For passage at speed $v$, the Landau--Zener probability of staying on the same diabatic state is
\begin{equation}
P=\exp\left(-\frac{2\pi}{v}\,
\frac{V_{12}^2}{|d(V_{11}-V_{22})/dR|}\right).
\end{equation}
In the original basis the second fraction is $C^2/(2g)=0.040/8.0=0.0050$~eV\,\AA. After rotation the slope difference is $2g\cos2\theta$ and the coupling at the crossing is $C/\cos2\theta$, so the fraction becomes
\begin{equation}
\frac{C^2}{2g\cos^3 2\theta},
\end{equation}
which is 0.040~eV\,\AA{} at $30^\circ$, eight times larger. The physical dynamics has not changed. The formula assumes a constant coupling, whereas $\tilde C=C\cos2\theta-g(R-R_c)\sin2\theta$ varies with $R$. Inserting its value at the crossing is therefore unjustified.

\section{Where strict diabaticity fails}

Closure is a strong assumption. If no derivative leaves the two-state space, the space itself does not change with geometry, and the pair of states taken at any one geometry is strictly diabatic everywhere. Two electronic states of a real molecule do not in general span such a space, and without closure a strictly diabatic basis need not exist. Take any smooth real pair of states depending on several coordinates $R_i$, and let $f_i=\langle\varphi_1|\partial_i\varphi_2\rangle$. A rotation by $\theta$ changes this to
\begin{equation}
\tilde f_i=f_i-\partial_i\theta .
\end{equation}
The second term is the element $A_{12}$ of Eq.~(\ref{eq:A}), and the first is unchanged because a $2\times2$ antisymmetric matrix commutes with plane rotations. Strict diabaticity requires $\partial_i\theta=f_i$ for every $i$, which is possible only if $\partial_jf_i=\partial_if_j$. Differentiating the definition, and cancelling the mixed second derivatives, gives
\begin{equation}
\partial_jf_i-\partial_if_j
=\langle\partial_j\varphi_1|\partial_i\varphi_2\rangle
-\langle\partial_i\varphi_1|\partial_j\varphi_2\rangle .
\end{equation}
Inside the space, normalization makes the derivative of $\varphi_1$ proportional to $\varphi_2$ and that of $\varphi_2$ proportional to $\varphi_1$. These parts are orthogonal and contribute nothing. What remains comes from components outside the two-state space, and in a truncated description it need not vanish.

With a single coordinate on an open interval there is no such condition: $d\theta/dR=f$ can be integrated directly, and the arbitrary angle is the constant of integration. On a periodic coordinate, such as a torsion, the integrated angle need not return to its starting value after one turn. For a smooth single-valued pair in a closed space it changes by a multiple of $2\pi$, and the diabatic basis returns to itself; in a truncated space it can change by other amounts, and the diabatic basis then fails to be single-valued. If the space is not closed, second-derivative terms remain even when $\tilde f=0$, and in general they must be transformed along with the potential for the levels to stay invariant. With several coordinates, wherever $\partial_jf_i\neq\partial_if_j$ no rotation removes the coupling completely, and a residual remains whose size depends on the components outside the space. A constant rotation leaves each $\tilde f_i$ of a two-state basis unchanged, so by this measure the rotated basis is as nearly diabatic as the one it came from.

The numerical check covers the two-state, one-coordinate model.

\section*{Numbers as computed}
\begin{verbatim}
mass = 10.0 u; force constant = 20.0 eV/A^2
minima R1, R2 = 1.80, 2.20 A; offset = 0.20 eV
coupling C = 0.20 eV; half slope difference g = 4.00 eV/A
harmonic quantum = 0.09143 eV; formula Rc = 2.0250 A
grid from 0.9 to 3.1 A
theta = 0 deg, 201 grid points:
  crossing = 2.02500 A; coupling there = 0.20000 eV
  half adiabatic gap there = 0.20000 eV
  coupling^2/slope difference = 0.005000 eV A
  ground-state weight on state 1 = 0.98549
  lowest level with W12 dropped = 0.045717 eV
  lowest 3 full levels (eV): 0.022421 0.111062 0.198179
theta = 15 deg, 221 grid points:
  crossing = 1.99613 A; coupling there = 0.23094 eV
  half adiabatic gap there = 0.23094 eV
  coupling^2/slope difference = 0.007698 eV A
  ground-state weight on state 1 = 0.86227
  lowest level with W12 dropped = 0.232320 eV
  lowest 3 full levels (eV): 0.022421 0.111062 0.198179
theta = 30 deg, 241 grid points:
  crossing = 1.93840 A; coupling there = 0.40000 eV
  half adiabatic gap there = 0.40000 eV
  coupling^2/slope difference = 0.040000 eV A
  ground-state weight on state 1 = 0.64198
  lowest level with W12 dropped = 0.322512 eV
  lowest 3 full levels (eV): 0.022421 0.111062 0.198179
theta = 45 deg, 261 grid points:
  no crossing; W11-W22 = 0.40000 eV everywhere
  ground-state weight on state 1 = 0.38365
  lowest level with W12 dropped = 0.345717 eV
  lowest 3 full levels (eV): 0.022421 0.111062 0.198179
peak derivative coupling = 10.0000 1/A
level: diabatic, adiabatic with tau, adiabatic without tau (eV)
  0: 0.022421 0.022421 0.022337
  1: 0.111062 0.111062 0.110842
  2: 0.198179 0.198179 0.197473
  3: 0.214278 0.214278 0.213876
  4: 0.279854 0.279854 0.276988
  5: 0.299223 0.299223 0.298643
  6: 0.355014 0.355014 0.351842
  7: 0.391161 0.391161 0.391667
largest error without tau = 0.003172 eV
variable rotation: 0 to 30 deg, tanh width 0.10 A
  largest error, coupling kept = 2.0e-14 eV
  largest error, coupling dropped = 0.002272 eV
anchor R1: theta = -6.264 deg, crossing = 2.03611 A, coupling = 0.20488 eV
anchor R2: theta = 7.973 deg, crossing = 2.01071 A, coupling = 0.20800 eV
\end{verbatim}
